\section*{Flow of Barrier Transmission in a Weakly Interacting Spinless Wire}

\section*{What one barrier does to the electron sea}

Q: A barrier in a one-channel wire transmits with probability $T_0$. Weak repulsion should change this by a small amount. Why should anything dramatic happen at low energy?

A: Because the barrier disturbs the sea over a long distance, and electrons scatter from that disturbance too. Take spinless electrons with Fermi wavenumber $k_F$ and velocity $v$, an even interaction $V(x-y)$ of finite range $d$, and a short elastic barrier. Let $V(q)=\int dx\,V(x)e^{-iqx}$. Outside the barrier, the states incident from left and right are
\begin{align}
\psi_L&=\begin{cases}e^{ikx}+re^{-ikx}&x<0\\ te^{ikx}&x>0\end{cases}, &
\psi_R&=\begin{cases}te^{-ikx}&x<0\\ e^{-ikx}+r'e^{ikx}&x>0\end{cases}.
\end{align}
Time-reversal symmetry makes the two $t$ equal. Unitarity gives $|r|^2=|r'|^2=R=1-T$, with $T=|t|^2$, and $rt^*+tr'^*=0$.

The density matrix is $\rho(x,y)=\int_0^{k_F}\frac{dk}{2\pi}\left[\psi_L(x)\psi_L^*(y)+\psi_R(x)\psi_R^*(y)\right]$. For two points on the left, $x=-s$ and $y=-s'$, the bracket is
\begin{align}
&e^{-ik(s-s')}+(R+T)e^{ik(s-s')}+re^{ik(s+s')}+r^*e^{-ik(s+s')}\nonumber\\
&=2\cos k(s-s')+2\,\mathrm{Re}\left[re^{ik(s+s')}\right].
\end{align}
The cosine belongs to the uniform wire. The rest is the disturbance. Integrating by parts and keeping the upper limit,
\begin{equation}
\delta\rho(-s,-s')=\int_0^{k_F}\frac{dk}{\pi}\,\mathrm{Re}\left[re^{ik(s+s')}\right]
\simeq\frac{\mathrm{Im}\left[re^{ik_F(s+s')}\right]}{\pi(s+s')}.\label{rho}
\end{equation}
The lower limit does not oscillate with $k_F$, and bound states decay exponentially, so neither can produce the resonance found below. At $s=s'$ one has the Friedel oscillation
\begin{equation}
\delta n=\frac{|r|\sin(2k_Fs+\arg r)}{2\pi s}.
\end{equation}
On the right $r'$ replaces $r$.

Q: What about one point on each side of the barrier?

A: For $x=-s$, $y=s'$ the bracket is
\begin{equation}
t^*e^{-ik(s+s')}+te^{ik(s+s')}+(rt^*+tr'^*)e^{ik(s-s')},
\end{equation}
and the last term vanishes by unitarity. What remains depends on the separation $s+s'$. The exchange potential contains $V(x-y)$, so this part lives within a distance $d$ of the barrier and gives a finite correction, with no logarithm.

\section*{Scattering from the disturbance}

Q: The density wave falls only as $1/s$. Which potential does it produce, and with which sign?

A: To first order in $V$ the whole effect is the Hartree potential $\int dy\,V(x-y)\delta n(y)$ and the exchange kernel $-V(x-y)\delta\rho(x,y)$. Far from the barrier the Hartree integral over a wave of wavenumber $2k_F$ gives $V(2k_F)\,\delta n(x)$.

For the change of $t$ we need the outgoing Green function with $x$ far to the right. A source there sends the wave $e^{ik(x-y)}/(i\hbar v)$ towards the barrier. This is the incident part of $\psi_R(y)$ times $e^{ikx}/(i\hbar v)$, so $G(x,y)=e^{ikx}\psi_R(y)/(i\hbar v)$. For a potential $W(y,y')$ the first Born correction is therefore
\begin{equation}
\delta t=\frac{1}{i\hbar v}\int dy\,dy'\,\psi_R(y)\,W(y,y')\,\psi_L(y'),
\end{equation}
without complex conjugation of $\psi_R$.

Hartree part, left side: $\psi_R\psi_L=t+tr\,e^{2iks}$. Write the sine in $\delta n$ as $\left[re^{2ik_Fs}-r^*e^{-2ik_Fs}\right]/(2i|r|)$. The product without rapid oscillation is
\begin{equation}
tr\,e^{2iks}\left(-\frac{r^*e^{-2ik_Fs}}{2i}\right)\frac{1}{2\pi s}
=\frac{i\,tR}{4\pi}\,\frac{e^{2i(k-k_F)s}}{s}.
\end{equation}
With $I=\int_d^\infty ds\,e^{2i(k-k_F)s}/s$, the left side gives $V(2k_F)tRI/(4\pi\hbar v)$. The right side gives the same because $|r'|=|r|$.

Exchange part, left side: the resonant term of $\psi_R(-s)\psi_L(-s')$ is $tr\,e^{ik(s+s')}$. Put $X=(s+s')/2$ and $u=s-s'$. Then
\begin{equation}
-\int du\,V(u)\int dX\,\frac{i\,tR}{2}\,\frac{e^{2i(k-k_F)X}}{2\pi X}
=-V(0)\,\frac{i\,tR}{4\pi}\,I .
\end{equation}
This is the Hartree expression with $V(2k_F)$ replaced by $-V(0)$. Adding both parts and both sides,
\begin{equation}
\delta t=-\alpha\,tR\,I,\qquad
\alpha=\frac{V(0)-V(2k_F)}{2\pi\hbar v}.\label{born}
\end{equation}
For $|k-k_F|d\ll1$ the real part of $I$ is $\ln(D_0/E)$ plus a constant, where $E=\hbar v|k-k_F|$ and $D_0\sim\hbar v/d$. The imaginary part tends to $\pm\pi/2$. It turns the phase of $t$ but leaves $|t|$ unchanged at this order. Hence
\begin{equation}
\delta T=2\,\mathrm{Re}(t^*\delta t)=-2\alpha\,TR\ln(D_0/E).\label{first}
\end{equation}
Physically, a wave reflected by the oscillation interferes with the wave reflected by the barrier. Exchange makes them add in reflection when $V(0)>V(2k_F)$.

Q: The two signs carry the whole argument. Can they be seen separately?

A: Yes, on a chain with hopping $J=1$, unit spacing and neighbour repulsion $U$, where $V(q)=2U\cos q$. At $k_F=\pi/3$ one has $V(2k_F)=-U$ and $V(0)=2U$, so both parts should lower $T$, exchange twice as strongly. With a one-site barrier of height $1$ and $T_0=0.75$, the density matrix was computed by a frequency integral, and transmission through the resulting potential by recursion. Between energies $0.005$ and $0.02$ from the Fermi level the slopes $d^2T/(dU\,d\ln E)$ were $0.0346$ (Hartree) and $0.0689$ (exchange). Equation (\ref{first}) gives $0.0345$ and $0.0689$.

\section*{When the logarithm is large}

Q: Your correction is useless once $\alpha\ln(D_0/E)$ is of order one. You cannot just replace $T_0$ by $T$ and call it a differential equation.

A: The replacement needs a separation of scales. It becomes visible when the density matrix is built from imaginary frequencies,
\begin{equation}
\delta\rho=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\delta G(\mu+i\omega),
\end{equation}
which is the contour integral around the occupied states; $\delta G$ falls fast enough for the contour to be closed at infinity. On the left, a wave emitted at $-s'$ and reflected to $-s$ gives $\delta G=re^{ik(s+s')}/(i\hbar v)$, with $k=k_F+i\omega/(\hbar v)$ for $\omega>0$. Negative frequencies give the complex conjugate. A slice of width $d\Lambda$ at $|\omega|=\Lambda$ thus contributes
\begin{equation}
d\rho=\frac{d\Lambda}{\pi\hbar v}\,\mathrm{Im}\left[re^{ik_F(s+s')}\right]e^{-\Lambda(s+s')/\hbar v}.
\end{equation}
Integrating over all $\Lambda$ restores (\ref{rho}). Compared with (\ref{rho}), the factor $1/(s+s')$ has become $(d\Lambda/\hbar v)e^{-\Lambda(s+s')/\hbar v}$. With $s+s'=2X$, the factor $1/X$ in $I$ becomes $(2d\Lambda/\hbar v)e^{-2\Lambda X/\hbar v}$, and
\begin{equation}
dI=\frac{2\,d\Lambda}{\hbar v}\int_0^\infty dX\,e^{-2\Lambda X/\hbar v+2i(k-k_F)X}
=\frac{d\Lambda}{\Lambda-i\hbar v(k-k_F)}.
\end{equation}
Its real part is $\Lambda\,d\Lambda/(\Lambda^2+E^2)$: about $d\Lambda/\Lambda$ for $\Lambda\gg E$, and without a logarithm for $\Lambda\ll E$.

Now add the slices from high to low frequency. The potential made by slices $\Lambda'\gg\Lambda$ ends at a distance of about $\hbar v/\Lambda'$, much shorter than the reach $\hbar v/\Lambda$ of the next slice. To that slice, barrier and potential together are one short scatterer with amplitudes $t(\Lambda),r(\Lambda)$, and the derivation of (\ref{born}) applies with these. Slices with $\Lambda'\sim\Lambda$ are not separated in this way. They span a logarithmic interval of order one and change the amplitudes by a relative amount of order $\alpha$, so they alter the rate at order $\alpha^2$. With $l=\ln(D_0/\Lambda)$,
\begin{equation}
\frac{dt}{dl}=-\alpha\,t\left(1-|t|^2\right).\label{flow}
\end{equation}
This is leading-logarithm accuracy: $\alpha l$ may be of order one, while $\alpha^2l$ must remain small.

Q: You let the barrier run but hold $\alpha$ fixed. Second-order scattering between electrons has logarithms as well.

A: It has two, and they cancel. Let $g=V(0)-V(2k_F)$ be the amplitude for a right mover and a left mover to scatter. In second order the pair may pass through two excited electrons, each $\hbar vq$ above the Fermi level, with energy denominator $-2\hbar vq$. The mirror process uses two holes. Together they give
\begin{equation}
-2g^2\int\frac{dq}{2\pi}\,\frac{1}{2\hbar vq}=-\frac{g^2}{2\pi\hbar v}\ln\frac{D_0}{E}.
\end{equation}
Alternatively, one incoming electron first scatters with an electron of the sea, and the other incoming electron later fills the hole. The intermediate state holds one excited electron and one hole on opposite branches, again with denominator $-2\hbar vq$, and there are again two such processes. Here one electron has been exchanged with the sea, and the fermion sign makes the contribution $+g^2\ln(D_0/E)/(2\pi\hbar v)$. So $g$ does not run at this order. For the chain at $k_F=\pi/3$, the two loop integrals at temperatures $0.001$ and $0.01$ (in units of $J$) gave the same logarithmic coefficient, $0.0919$, equal to $1/(2\pi v)$. With spin there are more amplitudes and this argument does not carry over.

\section*{Arbitrary bare transmission}

Q: Then solve the equation without assuming a strong or a weak barrier.

A: The right side of (\ref{flow}) is a real multiple of $t$, so the phase of $t$ is constant in the flow. For the modulus,
\begin{equation}
\frac{dT}{dl}=t^*\frac{dt}{dl}+t\frac{dt^*}{dl}=-2\alpha\,T(1-T).
\end{equation}
Since $d\ln\frac{T}{1-T}=dT\left(\frac1T+\frac1{1-T}\right)=\frac{dT}{T(1-T)}$, the ratio $T/R$ obeys
\begin{equation}
\frac{d}{dl}\ln\frac TR=-2\alpha,\qquad
\frac TR=\frac{T_0}{R_0}\,e^{-2\alpha l}=\frac{T_0}{R_0}\left(\frac{E}{D_0}\right)^{2\alpha}.
\end{equation}
Putting $R=1-T$ and solving for $T$,
\begin{equation}
T(E)=\frac{T_0(E/D_0)^{2\alpha}}{R_0+T_0(E/D_0)^{2\alpha}}.\label{law}
\end{equation}
The flow stops at the largest infrared energy: the distance from the Fermi level, $k_B\Theta$ at temperature $\Theta$, or $\hbar v/L$ for a wire of length $L$ between non-interacting contacts.

For a strong barrier, $T_0\ll1$, (\ref{law}) becomes $T\simeq T_0(E/D_0)^{2\alpha}$ as long as $T\ll1$. For a weak one, $R\simeq R_0(D_0/E)^{2\alpha}$ as long as $R\ll1$. A weak barrier therefore becomes a strong one near the energy where $T=R$,
\begin{equation}
E_*=D_0\left(R_0/T_0\right)^{1/2\alpha}\qquad(R_0<T_0,\ \alpha>0).\label{cross}
\end{equation}
For $\alpha<0$ the barrier fades instead. The law fails if the bare $t$ has a resonance narrower than $D_0$, because the barrier then has an energy scale of its own.

Q: Does a microscopic sum over slices really follow this, or only your picture of point scatterers?

A: The slice sum was carried out on a half-filled chain with 4000 sites on each side of the barrier, without assuming a point scatterer. Here $V(0)-V(2k_F)=4U$ and $v=2J'$, where $J'$ is the hopping including bulk exchange, so $\alpha=U/(\pi J')$. For $U=0.1J$ the prediction is $2\alpha=0.0617$. Lowering the cutoff 16-fold to $0.0025J$ gave exponents of $T/R$ equal to $0.0625$, $0.0620$ and $0.0615$ for bare $T=0.1$, $0.5$ and $0.9$. The deviations, at most $1.2\%$ of $2\alpha$, are no larger than the relative corrections of order $\alpha\approx0.03$ expected above.

For $U=0.4J$, $\alpha=0.113$, a 32-fold reduction of the cutoff took $T$ from $0.0486$ to $0.0217$. The resummed law gives $0.0228$; the straight logarithm (\ref{first}) gives $0.0123$. This tests the resummation within the slice scheme, where the interaction is held fixed. It is not an exact solution of the many-electron problem.

Q: Is there any outside check on the exponent?

A: For a strong barrier, Luttinger-liquid theory gives $T\propto E^{2(1/K-1)}$. I quote that exponent, and nothing above rests on it. For a constant mass $m$, $K$ follows from the compressibility. In first order,
\begin{equation}
\mu(n)=\frac{\hbar^2k_F^2}{2m}+nV(0)-\int_0^{2k_F}\frac{dq}{2\pi}V(q),\qquad k_F=\pi n,
\end{equation}
so $d\mu/dn=\pi\hbar v+V(0)-V(2k_F)=\pi\hbar v(1+2\alpha)$. The liquid, with sound velocity $u$, has $d\mu/dn=\pi\hbar u/K$, and Galilean invariance fixes $uK=v$. Eliminating $u$ gives $K=(1+2\alpha)^{-1/2}$ and
\begin{equation}
2\left(\frac1K-1\right)=2\left(\sqrt{1+2\alpha}-1\right)=2\alpha-\alpha^2+\dots
\end{equation}
The first order agrees with (\ref{law}). The $\alpha^2$ term is incomplete, because terms of second order in $V$, left out of $\mu(n)$ here, enter $K$ at the same order. It indicates only the rough size of what is neglected.

\section*{A gated InSb nanowire}

Q: Electrons have spin. Where would this apply?

A: In a wire whose field splits the spins by more than the Fermi energy. InSb suits this because of its large $g$ factor. Its light mass works the other way, since it raises the Fermi energy at a given density, so the density must be low. Take rough typical values: radius 20 nm, density 20 per $\mu$m, $g=40$, axial field 5 T. From a band-edge mass of $0.014\,m_e$ and a gap of 235 meV, the mass at the bottom of the lowest subband at zero field is $0.0181\,m_e$. Treating the subband as a parabola with this mass, the Fermi energy is 8.31 meV, against a Zeeman splitting of 11.6 meV, so one spin branch is filled. A gate plane at $h=30$ nm from the axis screens charges of effective width $w=10$ nm. With one permittivity taken for the wire and its surroundings,
\begin{equation}
V(x)=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\left[\frac1{\sqrt{x^2+w^2}}-\frac1{\sqrt{x^2+4h^2}}\right],\qquad\varepsilon_r=17.
\end{equation}
This gives $V(0)=303.5$ and $V(2k_F)=49.9$ meV nm. With $\hbar v=264.7$ meV nm,
\begin{equation}
\alpha=\frac{303.5-49.9}{2\pi\times264.7}=0.1525 .
\end{equation}
The cutoff is known only up to a factor of order one. We take the smaller of the Fermi energy and $\hbar v/2h=264.7/60=4.41$ meV, that is 4.41 meV or 51.2 K.

At 1.5 K, $k_B\Theta=0.129$ meV and $(0.129/4.41)^{0.305}=0.341$. For $T_0=0.5$ this gives $T=0.341/1.341=0.254$. With conductance $(e^2/h)T$ at $E=k_B\Theta$:
\begin{center}
\begin{tabular}{cccc}
$\Theta$ (K) & $T_0=0.1$ & $T_0=0.5$ & $T_0=0.9$\\
10 & 0.063 & 0.38 & 0.85\\
4.2 & 0.049 & 0.32 & 0.81\\
1.5 & 0.036 & 0.25 & 0.75
\end{tabular}
\end{center}
The middle barrier at 1.5 K conducts 9.8 $\mu$S, half its bare value. The weak barrier loses only about a sixth of its conductance: (\ref{cross}) puts its crossover at $51.2\,\mathrm{K}\times(1/9)^{1/0.305}\approx0.04$ K, far below 1.02 K, where the length of 3 $\mu$m stops the flow.

Q: How much of that 0.25 would you defend?

A: Its order of magnitude, and only for surroundings about as polarizable as InSb. Changing one thing at a time for $T_0=0.5$ at 1.5 K, an infrared energy $\pi k_B\Theta$ instead of $k_B\Theta$ gives 0.33, which shows the undetermined factor inside the logarithm. Taking the Fermi energy as the cutoff gives 0.22. The parabolic subband overstates the velocity: nonparabolicity up to $k_F$ and the orbital effect of the field lower $\hbar v$ by about 7\%, to 247 meV nm, which gives $\alpha\approx0.16$ and 0.24. The actual transverse charge profile raises $V(2k_F)$ to about 63 meV nm and works the other way; both together give $\alpha\approx0.155$ and 0.25. Only two digits of $\alpha$ are meaningful even within this model. A uniform permittivity of 12 gives $\alpha=0.22$ and 0.18. Real surroundings can matter far more, because at long wavelength much of the field runs outside the wire. With permittivity 17 inside and 4 outside, roughly that of silica, electrostatics gives $V(0)\approx850$ meV nm and $\alpha\approx0.48$. The formula would then give about 0.03, but such an $\alpha$ is too large for leading-logarithm accuracy. The strong-barrier exponent $2(1/K-1)=0.285$ gives 0.27, and the weak-barrier exponent of Luttinger-liquid theory, $2(1-K)=0.249$, also quoted, gives 0.29; $T_0=0.5$ is in neither limit. A rough Rashba coupling of 50 meV nm gives 0.245 through the tilt of the spins alone and 0.23 when the lower Fermi velocity is included. At 10 K the other spin branch enters with a Boltzmann factor of 0.02.

Beside a real wire, the mass and $g$ factor are of the right size for InSb, while a gate only 10 nm from the wire surface is close; with the uniform permittivity of 17, moving it to $h=60$ nm raises $\alpha$ from 0.15 to 0.22. Besides the uniform permittivity, the most exposed assumption is that of a single barrier. If defects lie 1 $\mu$m apart, a rough figure, they matter below 3.1 K. Stopping the one-barrier flow there gives $(3.07/51.2)^{0.305}=0.42$ and $T=0.42/1.42=0.30$ instead of 0.25, before any scattering from the other defects is added. The 1.5 K row therefore needs a cleaner wire than that.

\section*{Table of computed values}
\begin{verbatim}
LATTICE TESTS (hopping J = 1)
kF = 1.0472, barrier = 1.0 J, bare T = 0.7500
Friedel density: largest error / amplitude = 0.0011
Hartree slope dT/(dU dlnE): computed 0.03455, law 0.03446
exchange slope dT/(dU dlnE): computed 0.06887, law 0.06892
pair loop log 0.09189, 2kF loop log 0.09189, 1/(2 pi v) 0.09189
slice flow: sites each side 4000, U = 0.1 J, lowest cutoff 0.0025 J
  bare T 0.1: exponent of T/R 0.06247, 2 alpha 0.06172
  bare T 0.5: exponent of T/R 0.06203, 2 alpha 0.06172
  bare T 0.9: exponent of T/R 0.06149, 2 alpha 0.06172
slice flow U = 0.4 J, alpha = 0.1133, cutoff lowered 32-fold:
  T from 0.04862 to 0.02170; resummed 0.02277; first order 0.01229
InSb WIRE, rough typical inputs
band-edge mass 0.014 m_e, gap 235 meV, g 40, permittivity 17
radius 20 nm, charge width 10 nm, gate distance 30 nm
density 20 per um, field 5 T, length 3 um
confinement energy 34.33 meV, subband mass 0.01809 m_e
kF 0.06283 1/nm, Fermi energy 8.314 meV
hbar v 264.66 meV nm, v 4.021e+05 m/s
V(0) 303.54 meV nm, V(2kF) 49.93 meV nm
alpha 0.1525, 2 alpha 0.3050
cutoff D0 4.411 meV = 51.2 K
conductance in e^2/h for bare T = 0.1, 0.5, 0.9:
  10.0 K (kT 0.8617 meV): 0.0633  0.3780  0.8454
   4.2 K (kT 0.3619 meV): 0.0493  0.3181  0.8076
   1.5 K (kT 0.1293 meV): 0.0365  0.2541  0.7541
bare T 0.5 at 1.5 K: 9.84 uS (e^2/h = 38.740 uS)
SIZE OF NEGLECTED EFFECTS
Zeeman splitting 11.58 meV, other spin starts 3.26 meV above Fermi level
Boltzmann factor of other spin at 10 K 0.0227, at 4.2 K 1.2e-04
next subband 25.3 meV above first, after orbital shift 16.0 meV
K 0.8754, strong-barrier exponent 2(1/K-1) 0.2848
bare T 0.5 at 1.5 K, conductance in e^2/h:
  reference 0.2541
  exponent 2(1/K-1) instead 0.2679
  infrared energy pi kT instead 0.3257
  Rashba 50 meV nm: tilt 28.5 deg, alpha 0.1593, G 0.2451
  permittivity 12: alpha 0.2161, G 0.1787
flow stops from wire length at 1.02 K
defects 1 um apart matter below 3.07 K
\end{verbatim}
